# The Fukui-Hatsugai-Suzuki lattice Chern number: algorithm and mesh criterion

## What symmetry fixes

A Berry curvature $\Omega$ in two dimensions has the dimension of area, and $d^2k$ that of inverse area. The Chern number is therefore a pure number, and a lattice formula built only from overlaps of the states at the mesh points carries no factor of the mesh spacing; the one derived here is a sum of angles. The phase of each computed eigenvector is arbitrary, so those angles must not change under $u(\mathbf k)\to e^{i\chi(\mathbf k)}u(\mathbf k)$. A product of overlaps around a closed loop has this property, because every state enters once as a bra and once as a ket. The scheme takes the smallest loops of the mesh, its plaquettes.

**Conventions.** The lattice constant is 1 and angles are in radians. $M$ occupied bands are separated by a gap from the others at every $\mathbf k$, and $H(\mathbf k)$ is smooth and periodic. The columns of $u(\mathbf k)$ are the occupied eigenvectors, and $\Psi$ is their Slater determinant, so $\langle\Psi|\Psi'\rangle=\det(u^\dagger u')$. Then
$$A_\mu=i\langle\Psi|\partial_\mu\Psi\rangle,\quad \Omega=\partial_xA_y-\partial_yA_x,\quad C=\frac1{2\pi}\int\Omega\,d^2k .$$
If the basis gives $H(\mathbf k+\mathbf G)=V_GH(\mathbf k)V_G^\dagger$ instead, the state to use across the zone boundary is $V_Gu(\mathbf k)$.

## The scheme

On an $N\times N$ mesh of spacing $\delta=2\pi/N$, let $\mathbf k+\mu$ be the next point in direction $\mu$. Define
$$U_\mu(\mathbf k)=\frac{\det[u^\dagger(\mathbf k)u(\mathbf k+\mu)]}{|\det[u^\dagger(\mathbf k)u(\mathbf k+\mu)]|},$$
$$F(\mathbf k)=-\arg\left[U_x(\mathbf k)\,U_y(\mathbf k+x)\,U_x^*(\mathbf k+y)\,U_y^*(\mathbf k)\right],$$
with $F$ between $-\pi$ and $\pi$. A rotation $u\to uW$ of the occupied states multiplies $\Psi$ by the phase $\det W$, which cancels in $F$. Degeneracies among occupied bands are therefore harmless.

```
for each mesh point k:
    u[k] = occupied eigenvectors of H(k)
for each k and mu in (x, y):
    S = u[k]^dagger u[k+mu]          # indices modulo N
    if the smallest singular value of S is at rounding level: stop, change the mesh
    z = det(S)
    U[mu,k] = z / |z|
for each k:
    F[k] = -arg(U[x,k] U[y,k+x] conj(U[x,k+y]) conj(U[y,k]))
C_lat = round(sum(F) / (2 pi))
```

**The sum is an integer.** Each link belongs to two plaquettes, which traverse it in opposite directions. It contributes $U$ to one and $U^*$ to the other, and $UU^*=1$. Hence $\prod e^{-iF}=1$ and
$$\sum F=2\pi C_{\rm lat},\qquad C_{\rm lat}\in\mathbb Z .$$
Smoothness was not used, so random vectors also give an integer. An integer result is thus no evidence of an adequate mesh. The argument does require every overlap to be nonzero.

## When the integer is the Chern number

Follow one edge and define the parallel-transported state $\tilde\Psi=e^{i\chi}\Psi$, with $\chi=0$ at the start and $\langle\tilde\Psi|\partial\tilde\Psi\rangle=0$. Since $\langle\Psi|\partial\Psi\rangle=-iA$, this condition reads $i\partial\chi-iA=0$, so $\chi=\int A$. The overlap of the first state with the transported last one is
$$w=\langle\Psi(0)|\tilde\Psi({\rm end})\rangle=e^{i\int A}\langle\Psi(0)|\Psi({\rm end})\rangle .$$
Define the edge phase $\varepsilon=-\arg w$, followed continuously from zero along the edge. This needs the overlap with the first state to stay nonzero along the whole edge, which nonzero end-point overlaps do not guarantee. If it vanishes inside an edge, any branch of $-\arg w$ may be taken for that edge, provided both adjacent plaquettes use the same one. Taking arguments gives
$$-\arg U=\int A+\varepsilon\pmod{2\pi}.$$

Add the four edges with their signs. In a gauge smooth on the plaquette, Stokes' theorem turns the $A$ terms into the true flux $\Phi=\int\Omega\,d^2k$. Therefore $F=G-2\pi n$ with integer $n$ and
$$G=\Phi+\varepsilon_x(\mathbf k)+\varepsilon_y(\mathbf k+x)-\varepsilon_x(\mathbf k+y)-\varepsilon_y(\mathbf k).$$
Each $\varepsilon$ appears in two plaquettes with opposite signs, so $\sum G=\sum\Phi=2\pi C$. Summing $F=G-2\pi n$ gives
$$C_{\rm lat}=C-\sum n .$$
This also shows that $C$ is an integer. If $|G|<\pi$ in every plaquette, each $n$ vanishes and $C_{\rm lat}=C$.

The condition concerns the corrected flux $G$. The lattice flux $F$ lies in its interval by definition, so its size certifies nothing. The condition $|\Phi|<\pi$ is not sufficient either, as the example below shows. The condition on $G$ is sufficient but not necessary, since nonzero $n$ may cancel in the sum.

## A mesh size from the gap

Let $v_\mu$ be the norm of the part of $\partial_\mu\Psi$ orthogonal to $\Psi$, the speed at which the physical state changes. From the definition, $\Omega=-2\,{\rm Im}\langle\partial_x\Psi|\partial_y\Psi\rangle$. The parts along $\Psi$ contribute a product of two imaginary numbers, which is real and drops out. The Cauchy-Schwarz inequality then gives $|\Omega|\le2v_xv_y$.

For an edge of length $\ell=\int v\,dk$, write $|w|=\cos\theta$. The derivative of $\tilde\Psi$ has norm $v$ and is orthogonal to $\tilde\Psi$, so it meets only the orthogonal part of $\Psi(0)$, of norm $\sin\theta$. Thus $|w'|\le v\sin\theta$. This has two consequences:

- The modulus obeys $|\theta'|\sin\theta\le v\sin\theta$, so $\theta\le\ell$. For $\ell<\pi/2$ the overlap cannot vanish.
- The phase changes at a rate of at most $|w'|/|w|\le v\tan\theta\le v\tan\ell$, with $\ell$ the length covered so far. Integration gives $|\varepsilon|\le-\ln\cos\ell$.

With $L=\delta v_{\max}$, where $v_{\max}$ bounds both speeds, the flux and four edges obey
$$|G|\le2L^2-4\ln\cos L .$$
The right side reaches $\pi$ at $L^*=0.8543$.

The gap bounds the speed. Differentiate $HP=PH$, where $P$ projects on the occupied bands, and take the element between an empty $m$ and an occupied $n$. Since $P|m\rangle=0$,
$$\langle m|\partial H|n\rangle+E_m\langle m|\partial P|n\rangle=E_n\langle m|\partial P|n\rangle .$$
For a smooth occupied frame that coincides with the eigenvectors at the point considered, differentiating $Pu_n=u_n$ gives $\langle m|\partial u_n\rangle=\langle m|\partial P|n\rangle$. The orthogonal part of $\partial\Psi$ is a sum of orthonormal determinants with one $n$ replaced by one $m$, so
$$v_\mu^2=\sum_{m,n}\frac{|\langle m|\partial_\mu H|n\rangle|^2}{(E_n-E_m)^2}\le\frac{M\|\partial_\mu H\|^2}{E_{\rm gap}^2}.$$
The last step uses $\sum_m|\langle m|\partial_\mu H|n\rangle|^2\le\|\partial_\mu H\|^2$ for each $n$. Here $E_{\rm gap}$ is the smallest direct gap and $\|\cdot\|$ the largest singular value. Any
$$N>\frac{2\pi\sqrt M\,\max\|\partial_\mu H\|}{L^*E_{\rm gap}}$$
is certified, whatever the mesh offset.

## A two-band example

Take, with energies in units of the hopping,
$$H=\mathbf d\cdot\boldsymbol\sigma,\qquad \mathbf d=(\sin k_x,\ \sin k_y,\ m+\cos k_x+\cos k_y),$$
with the lower band occupied and $m=-1.9$. For $a=\cos k_x$ and $b=\cos k_y$,
$$|\mathbf d|^2=(1-a^2)+(1-b^2)+(m+a+b)^2=2+m^2+2m(a+b)+2ab .$$
This is linear in $a$ and in $b$ separately, so its minimum lies at $a,b=\pm1$, where $|\mathbf d|$ is $|m+2|$, $|m|$ or $|m-2|$. The energies are $\pm|\mathbf d|$, so the gap is $2\times0.1=0.2$, at $\Gamma$.

**The exact answer.** Let $\mathbf n=\mathbf d/|\mathbf d|$ and choose spin axes with $\mathbf n=\hat z$ at the point considered. The formula for $\langle m|\partial u_n\rangle$ gives $\langle+|\partial_\mu-\rangle=-\tfrac12(\partial_\mu n_x-i\partial_\mu n_y)$, hence
$$\Omega=\tfrac12(\partial_xn_x\,\partial_yn_y-\partial_xn_y\,\partial_yn_x)=\tfrac12\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n).$$
Berry flux is half the signed area swept on the unit sphere, and $C$ counts the signed coverings of the sphere. The north pole requires $\sin k_x=\sin k_y=0$ and $d_z>0$. At the four candidates $d_z$ is $0.1$, $-1.9$, $-1.9$ and $-3.9$, so $\Gamma$ alone qualifies. There $\mathbf d\approx(k_x,k_y,0.1)$ preserves orientation, and $C=1$. The curvature at $\Gamma$ is $\tfrac12/0.1^2=50$.

**Where the lattice fails.** Put $\Gamma$ at the centre of a plaquette, with corners $(\pm\pi/N,\pm\pi/N)$. Their vectors $\mathbf n$ share a polar angle $\theta$ and have azimuths $\varphi$ a quarter turn apart. With lower states $(-\sin\tfrac\theta2e^{-i\varphi},\cos\tfrac\theta2)$, successive corners have the overlap
$$\cos^2\tfrac\theta2+\sin^2\tfrac\theta2\,e^{-i\pi/2}=\cos^2\tfrac\theta2-i\sin^2\tfrac\theta2 .$$
This gauge is smooth on the whole plaquette. Along an edge the azimuth advances by at most $\pi/2$, so the overlap with the starting corner keeps a positive real part and its phase makes no $2\pi$ jump. Four edges therefore give
$$G=4\arctan\left(\tan^2\tfrac\theta2\right)=4\arctan\frac{|\mathbf d|-d_z}{|\mathbf d|+d_z}.$$
It exceeds $\pi$ when the corner has $d_z=m+2\cos(\pi/N)<0$, that is, for $N<\pi/\arccos(0.95)=9.89$.

In that case every sample has $d_z<0$, because $\cos(\pi/N)$ is the largest cosine on this mesh. The answer must then be zero:

- Great-circle arcs between samples stay in the southern hemisphere. Along such an arc the spinors can be chosen real in suitable axes, with positive overlap, so $\varepsilon=0$ and the link phase is $\int A$ along the arc.
- In a gauge smooth on this hemisphere, the four link phases of a plaquette add up to half the signed area of a spherical quadrilateral.
- Projected from the sphere's centre onto a plane, the quadrilateral has straight sides. Each subtends less than $\pi$ at an interior point, so the winding number is below 2 in modulus, the area is below $2\pi$, and the sum is below $\pi$.
- No plaquette is wrapped, the link phases cancel in pairs, and $C_{\rm lat}=0$.

The table gives fluxes in radians; $\Phi$, $G$ and $F$ refer to the central plaquette.

| $N$ | $\Phi$ | $G$ | $F$ | $C_{\rm lat}$ |
|---|---|---|---|---|
| 8 | 3.101 | 3.525 | −2.758 | 0 |
| 9 | 2.936 | 3.312 | −2.971 | 0 |
| 10 | 2.787 | 3.122 | 3.122 | 1 |

For $N=9$ the corner has $d_z=-0.02061$ and $|\mathbf d|=0.48413$, so
$$G=4\arctan\frac{0.50474}{0.46352}=3.312,\qquad F=3.312-2\pi=-2.971 .$$
The other plaquettes contribute $+2.971$ and the total is zero. The central $\Phi$ is the largest true flux in modulus, so every true flux is below $\pi$ and the integer is still wrong. The edge phases, $0.376$ in total, carry $G$ past $\pi$. For $N=10$ the others contribute $3.161$, and $3.122+3.161=2\pi$ to the digits shown.

**The certified mesh.** Since $|\partial_\mu\mathbf d|=1$, $\|\partial_\mu H\|=1$ and $v_\mu\le1/0.2=5$. The criterion gives $N>2\pi\times5/0.8543=36.8$, so $N=37$. There the bound on $|G|$ is $3.10$, while the largest value found is $0.945$. That value belongs to the central plaquette, for which the formula above gives $4\arctan(0.2407)=0.945$. With $L=0.849$ the bound consists of $2L^2=1.44$, equal to the peak curvature 50 times the plaquette area $\delta^2$, and $-4\ln\cos L=1.66$ for four edge phases all taken at their worst case. The first term alone already exceeds the value found. Summing $\Omega\delta^2/2\pi$ over the same points gives $0.663$ for $N=10$ and $0.965$ for $N=37$.

**Several bands.** Two copies with masses $-1.2$ and $-0.8$, coupled by $0.3$ times the identity, equal two copies at $m=-1$ plus the term $-0.2\,\tau_z\sigma_z+0.3\,\tau_x$, with $\tau$ acting on the copy index. Its two parts anticommute, so its square is $(0.2^2+0.3^2)$ times the identity and its norm is $\sqrt{0.2^2+0.3^2}=0.361$. At $m=-1$ the minimum of $|\mathbf d|$ is 1. A perturbation shifts no level by more than its norm, so the gap is at least $2(1-0.361)=1.278$. It stays open as the extra term is switched off, so the lower pair has $C=1+1=2$. With $M=2$ the criterion gives $N=9$, where the determinant links return 2 even after random $U(2)$ rotations.

## Cost and stability

For matrices of dimension $D$, dense diagonalization costs $O(N^2D^3)$ and the links $O(N^2(DM^2+M^3))$. Storing all states takes $N^2DM$ complex numbers. Two adjacent rows suffice if the first is kept for closing the zone.

An error $e$ in a determinant $z$, small compared with $|z|$, shifts the link phase by at most about $|e|/|z|$. This shift cancels in the total unless it carries some $F$ across $\pm\pi$. For large $M$ the determinant is a product of many factors not exceeding 1 and may underflow. Its phase should then be accumulated from the LU factorization, as the sum of the phases of the diagonal of the upper factor plus $\pi$ for each row interchange. Omitting the permutation sign shifts links by $\pi$, which wraps plaquettes and can change the integer.

## Failure modes

- **Undefined link.** In the example, the $N=2$ mesh containing $\Gamma$ joins states with opposite $\mathbf n$, whose overlap is zero. Shifting or refining the mesh can make the link defined, but does not by itself make the mesh adequate: shifted by half a spacing in both directions, the $N=2$ mesh returns 0.
- **False convergence.** With $\Gamma$ at a plaquette centre, every $N$ from 3 to 9 returns 0. Stability under refinement is therefore no proof. The $N=9$ mesh containing $\Gamma$ returns 1, so a disagreement between offsets does reveal undersampling, but agreement does not certify the result.
- **Flux at the branch cut.** Each plaquette with $F$ close to $\pm\pi$ can change the integer by one through rounding, and symmetry may place several there together. Refine the mesh.
- **Small or closed gap.** The certified $N$ grows as $1/E_{\rm gap}$. If the gap closes, $C$ is undefined, although a mesh that misses the closing point can still return an integer. A gap minimum found on a coarse mesh is an upper estimate and does not support the certificate; a lower bound is needed.

The numerical check compares the lattice phases with integrated curvature and finely subdivided edges. It also tests the failure threshold for three masses up to $N=40$, and the gap criterion for six masses with random offsets.

## Calculated quantities

```
mass parameter m = -1.9 hopping
minimum gap = 0.2000 hopping
curvature at Gamma = 50.0000 a^2
speed at Gamma = 5.0000 a
exact Chern number = 1
threshold pi/arccos(-m/2) = 9.8929 points
lattice Chern, N=3..12: 0 0 0 0 0 0 0 1 1 1
N=8: corner dz = -0.05224, |d| = 0.54371 hopping
  central true flux = 3.1012 rad
  largest |true flux| = 3.1012 rad
  central edge circulation = 0.4235 rad
  central corrected flux = 3.5247 rad
  spherical-square formula = 3.5247 rad
  central lattice flux = -2.7584 rad
  sum of other lattice fluxes = 2.7584 rad
  smallest link overlap = 0.7104
  lattice Chern = 0, point sum = 0.6057
N=9: corner dz = -0.02061, |d| = 0.48413 hopping
  central true flux = 2.9355 rad
  largest |true flux| = 2.9355 rad
  central edge circulation = 0.3763 rad
  central corrected flux = 3.3118 rad
  spherical-square formula = 3.3118 rad
  central lattice flux = -2.9714 rad
  sum of other lattice fluxes = 2.9714 rad
  smallest link overlap = 0.7077
  lattice Chern = 0, point sum = 0.6359
N=10: corner dz = 0.00211, |d| = 0.43702 hopping
  central true flux = 2.7867 rad
  largest |true flux| = 2.7867 rad
  central edge circulation = 0.3355 rad
  central corrected flux = 3.1223 rad
  spherical-square formula = 3.1223 rad
  central lattice flux = 3.1223 rad
  sum of other lattice fluxes = 3.1609 rad
  smallest link overlap = 0.7071
  lattice Chern = 1, point sum = 0.6627
N=9 with Gamma on the mesh: lattice Chern = 1
N=2 with Gamma: smallest overlap = 0.0e+00
critical length L* = 0.8543 rad
certified mesh N = 37, L = 0.8491 rad
  bound on |corrected flux| = 3.0998 rad
  largest |corrected flux| = 0.9450 rad
  lattice Chern = 1
  point sum = 0.9653
four bands: gap floor = 1.2789 hopping
  smallest gap on 60x60 mesh = 1.2798 hopping
  Kubo integral, N=60: 2.000000
  lattice Chern, N=9: 2
```
